# Radiative relaxation of a heated wafer: time constant, cooling and limits

A semiconductor wafer in a lamp-heated reactor is held at the steady temperature $T_0=1000$ K. Its thickness is $d=725$ µm, its heat capacity per volume is $c=2.05$ MJ/(m³ K), and the total hemispherical emissivity of each face is $\varepsilon=0.70$. The Stefan–Boltzmann constant is $\sigma=5.670\times10^{-8}$ W/(m² K⁴).

Unless a part says otherwise, make these assumptions.

- The wafer is opaque, and its temperature $T(t)$ is uniform through the thickness and across the faces.
- Both faces radiate into surroundings that send none of the wafer's own emission back to it.
- The power absorbed from lamps and walls, $P$ per unit wafer area and summed over both faces, is constant. The lamps are therefore not adjusted in response to the temperature.
- $\varepsilon$ and $c$ are constant, and losses through gas and through the wafer's edge are neglected.

"Wafer area" means the area of one face.

## Part (a): energy balance

**Question.** Write the equation for $T(t)$ and find the absorbed power needed to hold the wafer at $T_0$.

**Answer.** A piece of wafer of area $A$ has volume $Ad$ and heat capacity $cAd$. Per unit wafer area this is

$$C=cd=(2.05\times10^{6})(725\times10^{-6})=1486\ \text{J/(m² K)}.$$

Each face emits $\varepsilon\sigma T^4$ per unit area. The same piece has two emitting faces, so its loss per unit wafer area is $2\varepsilon\sigma T^4$. The area enters the stored heat once and the loss twice. Stored heat changes at the rate of absorption minus emission:

$$C\frac{dT}{dt}=P-2\varepsilon\sigma T^4. \tag{1}$$

In the steady state the left side vanishes, so

$$P=2\varepsilon\sigma T_0^4=2(0.70)(5.670\times10^{-8})(10^{12})\ \text{W/m²}=79.4\ \text{kW/m²}. \tag{2}$$

This is the total absorbed power. If the walls are warm, part of it comes from them and the lamps supply the rest.

## Part (b): small deviations

**Question.** The temperature is disturbed slightly and uniformly. Show that the disturbance decays exponentially with a time constant of 4.7 s. Does a temperature dependence of $c$ alter this result?

**Answer.** Write $T=T_0+\theta$ with $|\theta|\ll T_0$. The binomial expansion gives

$$(T_0+\theta)^4=T_0^4+4T_0^3\theta+O(\theta^2).$$

Insert this and (2) into (1). Since $T_0$ is constant, $dT/dt=d\theta/dt$, and

$$C\frac{d\theta}{dt}=2\varepsilon\sigma T_0^4-2\varepsilon\sigma\left(T_0^4+4T_0^3\theta\right)=-8\varepsilon\sigma T_0^3\,\theta .$$

The steady terms cancel. The factor 8 is the product of two faces and the exponent four. The minus sign means that a wafer that is too hot cools and one that is too cold warms. The solution is

$$\theta(t)=\theta(0)\,e^{-t/\tau},\qquad \tau=\frac{cd}{8\varepsilon\sigma T_0^3}. \tag{3}$$

It is useful to define a radiative heat-transfer coefficient for one face, the slope of its emission with temperature:

$$h=\frac{d}{dT}\left(\varepsilon\sigma T^4\right)\Big|_{T_0}=4\varepsilon\sigma T_0^3=158.8\ \text{W/(m² K)}.$$

Then $\tau=C/(2h)$, and

$$\tau=\frac{1486\ \text{J/(m² K)}}{317.5\ \text{W/(m² K)}}=4.68\ \text{s}\approx4.7\ \text{s}.$$

The units reduce to J/W = s. Integrating Planck's law over frequency and differentiating the resulting emission numerically gives the same value, as the numerical output shows.

Now let $C$ depend on temperature, $C(T)=C(T_0)+C'\theta+\dots$. The left side of the balance becomes $C(T_0)\,d\theta/dt+C'\theta\,d\theta/dt$. Because $d\theta/dt$ is itself proportional to $\theta$, the second term is of order $\theta^2$ and drops out. To first order, the value of $c$ at $T_0$ suffices.

Equation (3) also shows that $\tau\propto T_0^{-3}$ at fixed $c$ and $\varepsilon$. At 1300 K it would be 2.13 s. A controller tuned at one temperature therefore meets a faster wafer at a higher one.

## Part (c): deviations of finite size

**Question.** Find the first correction to the time in which a deviation falls to $1/e$ of its initial value. Evaluate it for initial deviations of ±10 K and ±50 K.

**Answer.** Let $u=(T-T_0)/T_0$, so that $T=T_0(1+u)$. Equations (1) and (2) give

$$CT_0\frac{du}{dt}=2\varepsilon\sigma T_0^4\left[1-(1+u)^4\right].$$

Divide by $CT_0$ and use $2\varepsilon\sigma T_0^3/C=1/(4\tau)$, which follows from (3):

$$\tau\frac{du}{dt}=-\frac{(1+u)^4-1}{4}=-u\left(1+\tfrac32u+u^2+\tfrac14u^3\right). \tag{4}$$

Separate the variables. The minus sign is absorbed by exchanging the limits, so the time from $u_0$ to $u_0/e$ is

$$t_{1/e}=\tau\int_{u_0/e}^{u_0}\frac{du}{u\left(1+\frac32u+u^2+\frac14u^3\right)}.$$

For small $u$ the reciprocal of the bracket follows from $1/(1+a)=1-a+a^2-\dots$ with $a=\frac32u+u^2+\dots$:

$$1-\tfrac32u-u^2+\tfrac94u^2+O(u^3)=1-\tfrac32u+\tfrac54u^2+O(u^3).$$

Dividing by $u$ and integrating term by term gives

$$\frac{t_{1/e}}{\tau}=1-\frac32u_0\left(1-\frac1e\right)+\frac58u_0^2\left(1-\frac1{e^2}\right)+O(u_0^3). \tag{5}$$

The leading 1 comes from $\int du/u=\ln e$. For +10 K, $u_0=0.01$ and the first correction is $-0.015\times0.632=-0.0095$, which gives 4.636 s. For −10 K the sign is reversed and the time is 4.725 s.

For ±50 K the first correction alone gives 4.459 s and 4.902 s. Numerical integration of the full balance gives 4.465 s and 4.909 s. The differences, 0.006 s in both cases before rounding, are accounted for by the second-order term in (5), which is $0.0013\,\tau\approx0.006$ s for either sign.

Hot deviations decay faster because the curve $T^4$ steepens upwards: a given excess of temperature changes the emission by more than an equal deficit does. Within this model the single value 4.7 s is good to about 5 % for deviations up to 50 K.

## Part (d): a step in power

**Question.** The total absorbed power is suddenly raised by a small fraction $p$ and then held. Find the response to first order in $p$. For $p=1$ %, compare it with the full nonlinear solution, which gives a final rise of 2.491 K, of which 63.4 % is reached at $t=\tau$.

**Answer.** The linearized balance now has a source $pP=2p\varepsilon\sigma T_0^4$:

$$C\frac{d\theta}{dt}=2p\varepsilon\sigma T_0^4-8\varepsilon\sigma T_0^3\theta .$$

Dividing by $8\varepsilon\sigma T_0^3$ turns this into $\tau\,d\theta/dt=pT_0/4-\theta$. With $\theta(0)=0$ the solution is

$$\theta(t)=\frac{pT_0}{4}\left(1-e^{-t/\tau}\right). \tag{6}$$

The fractional rise in temperature is a quarter of the fractional rise in power, because emission varies as the fourth power of $T$. For $p=0.01$ the final rise is 2.5 K, and 63.2 % of it is reached at $t=\tau$.

The new steady temperature without linearization is $T_1=T_0(1+p)^{1/4}$. The next term of its expansion, $-\frac{3}{32}p^2T_0\approx-0.009$ K, explains the value 2.491 K.

The small excess in the fraction can also be derived. Measured from $T_1$, the wafer starts at $u_0=-p/4$, and its time constant is $\tau_1=\tau(T_0/T_1)^3\approx\tau(1-\frac34p)$. Integrating (4) about $T_1$ to first order, from the start to the time $t=\tau$, gives

$$\ln\frac{u_0}{u}-\frac32(u_0-u)=\frac{\tau}{\tau_1}\approx1+\frac34p .$$

In the small term we may set $u\approx u_0/e$. Then

$$\ln\frac{u_0}{u}\approx1+\frac34p-\frac38p\left(1-\frac1e\right)=1+0.51p .$$

The part of the rise still missing is $e^{-1}(1-0.51p)=0.366$, so 63.4 % has been reached. The shorter time constant at the higher temperature outweighs the slower approach from below.

## Part (e): lamps off

**Question.** The lamps are switched off at $t=0$ and the surroundings are so cold that $P=0$. Find $T(t)$, keeping $c$ and $\varepsilon$ constant. Is $\tau$ the time in which the absolute temperature falls to $1/e$?

**Answer.** Equation (1) becomes $C\,dT/dt=-2\varepsilon\sigma T^4$. By the chain rule,

$$\frac{d}{dt}T^{-3}=-3T^{-4}\frac{dT}{dt}=\frac{6\varepsilon\sigma}{C}=\frac{3}{4\tau T_0^3}.$$

The last step uses $8\varepsilon\sigma/C=1/(\tau T_0^3)$. Since the right side is constant, $T^{-3}$ grows linearly from $T_0^{-3}$:

$$T(t)=T_0\left(1+\frac{3t}{4\tau}\right)^{-1/3}. \tag{7}$$

At $t=\tau$ this gives $1000\times1.75^{-1/3}=830$ K, and at $t=3\tau$ it gives $1000\times3.25^{-1/3}=675$ K. An exponential decay of the absolute temperature would have reached 368 K after one $\tau$, so the answer is no. The constant $\tau$ describes small deviations from a driven steady state.

The initial cooling rate is

$$\left|\frac{dT}{dt}\right|_{0}=\frac{2\varepsilon\sigma T_0^4}{C}=\frac{T_0}{4\tau}=53.4\ \text{K/s}.$$

Thus $T_0$ divided by the initial cooling rate is $4\tau$. Equation (7) fails once the wafer is cool enough for emission from the walls to matter, and over a wide temperature range the variation of $c$ and $\varepsilon$ must be included. In particular, a lightly doped silicon wafer of this thickness stops being opaque in the infrared as it cools below roughly 850 K. Its emissivity then falls steeply, and at $t=3\tau$ it is a few tens of kelvin warmer than (7) predicts.

## Part (f): is the temperature uniform through the thickness?

**Question.** Take a rough thermal conductivity $k=30$ W/(m K). Find how conduction through the thickness changes $\tau$.

**Answer.** Let $z$ be measured from the mid-plane. A deviation that is even in $z$ and obeys $c\,\partial\theta/\partial t=k\,\partial^2\theta/\partial z^2$ is a sum of modes of the form

$$\theta=B\cos(qz)\,e^{-\lambda t},\qquad \lambda=\frac{kq^2}{c}.$$

At the face $z=d/2$ the heat conducted outwards equals the extra radiation, $-k\,\partial\theta/\partial z=h\theta$. This gives $kq\sin(qd/2)=h\cos(qd/2)$. With $x=qd/2$,

$$x\tan x=\frac{hd}{2k}\equiv\mathrm{Bi}. \tag{8}$$

The Biot number Bi compares the resistance to conduction across half the wafer with the resistance to radiation from its face. Here

$$\mathrm{Bi}=\frac{158.8\times725\times10^{-6}}{2\times30}=0.0019 .$$

The slowest mode has the smallest $x$. For small $x$, $\tan x\approx x+x^3/3$, so $x^2+x^4/3=\mathrm{Bi}$ and hence $x^2\approx\mathrm{Bi}(1-\mathrm{Bi}/3)$. Its decay time is

$$\frac1\lambda=\frac{cd^2}{4kx^2}\approx\frac{cd^2}{4k\,\mathrm{Bi}}\left(1+\frac{\mathrm{Bi}}3\right)=\frac{cd}{2h}\left(1+\frac{\mathrm{Bi}}3\right)=\tau\left(1+\frac{\mathrm{Bi}}3\right).$$

The increase is 0.06 %. Dividing the wafer into 60 layers and finding the slowest mode by numerical diagonalization gives the same increase. For the decay time, the uniform-temperature assumption is very good in this direction. The steady profile need not be flat: if the lamps heat one face only, the flux $\varepsilon\sigma T_0^4\approx40$ kW/m² must cross the wafer, and the faces differ by $\varepsilon\sigma T_0^4\,d/k\approx1$ K. The calculation says nothing about differences across the diameter.

## Part (g): other losses

**Question.** Estimate separately, at fixed $T_0$ and fixed absorbed power, the effects on $\tau$ of:

1. an emissivity that rises by $1.0\times10^{-4}$ per kelvin;
2. conduction through hydrogen, with rough conductivity 0.35 W/(m K), across a 20 mm gap at each face to walls of fixed temperature;
3. emission from the edge of a wafer of radius $R=100$ mm.

**Answer.** If $Q(T)$ is the total loss per unit wafer area, linearizing $C\,dT/dt=P-Q(T)$ about the steady state gives $\tau=C/Q'(T_0)$. What matters is the slope of the loss. In each case $P$ is first set to the value that holds the wafer at $T_0$.

**Emissivity.** With $Q=2\varepsilon(T)\sigma T^4$, the product rule gives

$$Q'=8\varepsilon\sigma T_0^3+2\sigma T_0^4\frac{d\varepsilon}{dT}=8\varepsilon\sigma T_0^3\left(1+\frac s4\right),\qquad s=\frac{T_0}{\varepsilon}\frac{d\varepsilon}{dT}.$$

Here $s=1000\times10^{-4}/0.70=0.143$, and $\tau$ falls by 3.4 % to 4.52 s. If the absorption of lamp light also changed with temperature, $P$ would no longer be constant and its slope would have to be subtracted from $Q'$. For a grey wafer under fixed irradiation $P\propto\varepsilon(T)$, so $P'=2\sigma T_0^4\,d\varepsilon/dT$. This cancels the extra term in $Q'$, and $\tau$ stays at 4.68 s.

**Gas.** Steady conduction across a gap $L$ adds $h_g(T-T_w)$ at each face, where $T_w$ is the wall temperature and

$$h_g=\frac{k_g}{L}=\frac{0.35}{0.020}=17.5\ \text{W/(m² K)}.$$

The slope becomes $2(h+h_g)$, so $\tau=C/[2(h+h_g)]=4.22$ s, a decrease of 9.9 %. The value of $T_w$ affects the power needed but not $\tau$. The estimate treats $k_g$ as constant. If it varies with temperature, the conducted flux is $\frac1L\int_{T_w}^{T}k_g(T')\,dT'$, and its slope at $T_0$ is $k_g(T_0)/L$. The conductivity that counts is therefore the one at the wafer's temperature. For hydrogen it is higher than the mean over the gap, so using a mean value underestimates the decrease of $\tau$. Gas flow is not included in this estimate.

**Edge.** If the edge has the same emissivity and the disc stays uniform, the emitting area grows by the factor

$$\frac{2\pi R^2+2\pi Rd}{2\pi R^2}=1+\frac dR=1.00725 .$$

This lowers $\tau$ by 0.72 %. In a real disc the extra loss is concentrated near the rim, so it also makes the temperature non-uniform.

## Part (h): a reflector for pyrometry

**Question.** A wide plate of reflectance $r=0.90$, at fixed temperature, lies close below the wafer and parallel to it. Treat the wafer as grey. Find the new time constant, and explain what the plate does for a pyrometer that looks at the wafer through a small hole in it.

**Answer.** Let $M=\sigma T^4$. The lower face emits $\varepsilon M$. The plate returns a fraction $r$ of this, and the wafer reflects a fraction $1-\varepsilon$ of what returns. Each round trip therefore multiplies the flux travelling downwards by $r(1-\varepsilon)$. The total downward flux that originates in the wafer is the geometric sum

$$J=\varepsilon M\sum_{n=0}^{\infty}[r(1-\varepsilon)]^n=\frac{\varepsilon M}{1-r(1-\varepsilon)} . \tag{9}$$

The plate absorbs the fraction $1-r$ of $J$, and this is the net loss of the lower face. Its effective emissivity for heat loss is therefore

$$\varepsilon_b=\frac{\varepsilon(1-r)}{1-r(1-\varepsilon)}=\frac{0.070}{0.73}=0.096 . \tag{10}$$

The plate's own emission adds a constant input and does not affect $\tau$. The upper face still loses $\varepsilon M$, so the sum $2\varepsilon$ in (3) is replaced by $\varepsilon+\varepsilon_b$:

$$\tau_r=\frac{cd}{4(\varepsilon+\varepsilon_b)\sigma T_0^3}=\frac{2\varepsilon}{\varepsilon+\varepsilon_b}\,\tau=8.23\ \text{s}.$$

This is 76 % longer than the two-sided value. For $r\to0$ the original $\tau$ returns. For $r\to1$ the lower face loses nothing and the time constant becomes $2\tau$, the result for one-sided radiation. The sum (9) assumes that every reflected ray returns to the wafer, which requires a gap much smaller than the wafer radius. For a uniform disc of radius 100 mm, radiation escaping past the rim lowers $\tau_r$ to about 7 s at a 10 mm gap and about 6.5 s at 20 mm. Conduction through gas to a close plate would shorten it further.

The pyrometer samples the full flux $J$, whereas the net loss is only the fraction $1-r$ of it. If the plate's own emission is negligible and the hole does not disturb the field, (9) gives an apparent emissivity $J/M=0.70/0.73=0.96$. The plate brings the signal close to that of a black body, so an uncertain $\varepsilon$ matters less to the reading. The same reflections slow the wafer's thermal response.

## Part (i): comparison with a real reactor

**Question.** Which assumption behind the 4.7 s most needs checking before the number is used in a real reactor?

**Answer.** The thickness is that of a standard 200 mm wafer. The heat capacity and emissivity are rough values for an opaque semiconductor wafer near 1000 K. For silicon, $c$ at 1000 K is nearer 2.2 MJ/(m³ K), about 6 % above the value used, which would raise $\tau$ to about 5.0 s. Emissivity also depends on doping and surface films, and $\tau$ varies as $1/\varepsilon$. Among the effects estimated here, the return of the wafer's own radiation is the largest: a reflector of $r=0.90$ on one side moves $\tau$ from 4.7 s to at most 8.2 s, the value for a gap much smaller than the wafer radius. Reflecting walls on the lamp side would lengthen it further. Hydrogen in the assumed gaps acts the other way, by about 10 % for a wafer without a reflector, and by more when reflectors have reduced the radiative loss. The value 4.7 s thus suits a wafer in vacuum, or in a poorly conducting gas with gaps wide enough that $k_g/L$ is much smaller than $h$, between surroundings that absorb what it emits, with the lamp power held fixed. Under closed-loop control the power responds to the temperature, and the observed decay time then depends on the controller as well.

## Computed values

```
GIVEN DATA
Thickness: 725 um
Heat capacity per volume: 2.05 MJ/(m3 K)
Emissivity of each face: 0.70 (no unit)
Steady temperature: 1000 K
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
MAIN RESULT
Heat capacity per wafer area: 1486.25 J/(m2 K)
Power radiated by both faces: 79.39 kW/m2
Radiative coefficient h per face: 158.77 W/(m2 K)
Coefficient 2h for both faces: 317.54 W/(m2 K)
tau from formula: 4.6805 s
tau from Planck integral: 4.6805 s
tau at 1300 K, same c and eps: 2.13 s
FINITE DEVIATIONS, time to fall to 1/e
Start at +1 K: 4.676 s
Start at +10 K: 4.636 s
Start at -10 K: 4.725 s
Start at +50 K: 4.465 s
Start at -50 K: 4.909 s
LAMPS OFF, cold surroundings
Initial cooling rate: 53.4 K/s
Temperature after tau: 829.8 K
Temperature after 3 tau: 675.1 K
STEP IN TOTAL ABSORBED POWER
Power step: 1.0 %
Final temperature rise: 2.491 K
Part of rise reached after tau: 63.4 %
NEGLECTED EFFECTS, rough inputs
Wafer conductivity: 30 W/(m K)
Biot number: 0.00192 (no unit)
Change of tau by conduction: +0.064 %
Emissivity slope: 1.0e-04 1/K
Logarithmic slope s: 0.143 (no unit)
tau with emissivity slope: 4.52 s
Change of tau by slope: -3.4 %
Hydrogen conductivity: 0.35 W/(m K)
Gas gap at each face: 20 mm
Gas coefficient per face: 17.5 W/(m2 K)
tau with gas: 4.22 s
Change of tau by gas: -9.9 %
Wafer radius: 100 mm
Change of tau by edge: -0.72 %
Reflectance of plate below: 0.90 (no unit)
Effective emissivity below: 0.0959 (no unit)
tau with reflector: 8.23 s
Change of tau by reflector: +75.9 %
```
